# Intrinsic Anomalous Hall Conductivity and the Massive Dirac Cone, Derived Twice

## What the group velocity misses

Suppose that an electron in a band moves with the group velocity \(\partial_{\mathbf k}\varepsilon/\hbar\) and nothing else. For a two-dimensional Dirac cone with a mass, the energy depends on the magnitude of \(\mathbf k\) alone. An electric field along \(x\) shifts the electron distribution along \(k_x\), and the current has no \(y\) component. With the chemical potential in the gap, this picture gives no current at all.

Both conclusions are wrong for a single cone. A field mixes the two bands, and the mixed state has a velocity at right angles to the field. For a half-gap of 50 meV, a chemical potential of 100 meV and a field of \(10^4\) V/m, the intrinsic part of the missing transverse sheet current is 0.097 A/m for an ideal cone whose linear dispersion has no cutoff, at zero temperature. The last section shows that a lattice background or impurity scattering can change the total by more than this amount.

The missing term is an integral of Berry curvature over occupied states. It is derived below first by following one electron, then by linear response of the whole ensemble.

## Conventions and result

The electron charge is \(-e\), with \(e>0\). Electrons are independent, or move in a fixed mean field, and the crystal is clean and two-dimensional. The Bloch Hamiltonian satisfies \(H(\mathbf k)|n\rangle=\varepsilon_n|n\rangle\), where \(|n\rangle\) is the cell-periodic state at \(\mathbf k\). Write \(\partial_i=\partial/\partial k_i\), \(\int_k=\int d^2k/(2\pi)^2\), and \(f_n\) for the equilibrium occupation. The Berry connection and curvature are

\[
A_{n,i}=i\langle n|\partial_i n\rangle,\qquad
\Omega_n=\partial_xA_{n,y}-\partial_yA_{n,x}.
\]

In the curvature the terms with mixed second derivatives cancel, so

\[
\Omega_n=i\big(\langle\partial_xn|\partial_yn\rangle-\langle\partial_yn|\partial_xn\rangle\big)
=-2\,\mathrm{Im}\langle\partial_xn|\partial_yn\rangle. \tag{1}
\]

With \(j_y=\sigma_{yx}E_x\), the intrinsic Hall conductivity is

\[
\sigma_{yx}=-\sigma_{xy}=\frac{e^2}{\hbar}\sum_n\int_k f_n\Omega_n. \tag{2}
\]

For the cone

\[
H=\hbar v(k_x\sigma_x+k_y\sigma_y)+\Delta\sigma_z,\qquad v>0, \tag{3}
\]

at zero temperature it becomes

\[
\sigma_{yx}=\frac{e^2}{2h}\,\frac{\Delta}{\max(|\Delta|,|\mu|)}. \tag{4}
\]

Outside the gap this is \((e^2/2h)\Delta/|\mu|\). The modulus matters: electron and hole doping give the same sign. Interchanging the indices of \(\sigma\), or reversing the sign of one of the two momentum terms in (3), reverses the overall sign.

## First derivation: follow one electron

### The equation of motion

Describe the uniform field by a vector potential, \(\mathbf E=-\partial_t\mathbf A\). For charge \(-e\), the momentum operator is replaced by \(\mathbf p+e\mathbf A\). Since \(\mathbf A\) is uniform, translation symmetry survives, and an electron that starts at \(\mathbf k_0\) evolves with \(H(\mathbf k(t))\), where

\[
\mathbf k(t)=\mathbf k_0+\frac{e\mathbf A(t)}{\hbar},\qquad \hbar\dot{\mathbf k}=-e\mathbf E. \tag{5}
\]

The velocity operator is \(\partial_iH/\hbar\). Indeed, \(H(\mathbf k)=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}\) gives \(\partial_iH=i[H,r_i]\), which is \(\hbar\) times the Heisenberg velocity.

### The admixture of other bands

Let the field be weak and switched on slowly, and let band \(n\) be separated from the others along the path. Write

\[
|\psi\rangle=e^{i\Theta(t)}\Big(|n\rangle+\sum_{m\ne n}c_m|m\rangle\Big),
\]

with \(c_m\) of first order in the field. Insert this into \(i\hbar\partial_t|\psi\rangle=H|\psi\rangle\) and project on \(|m\rangle\). The phase supplies \(-\hbar\dot\Theta=\varepsilon_n\) at zeroth order. Time derivatives of \(c_m\), and of the states that multiply \(c_m\), are of higher order in the slow rate. What remains is

\[
\varepsilon_nc_m+i\hbar\langle m|\partial_tn\rangle=\varepsilon_mc_m
\quad\Rightarrow\quad
c_m=\frac{i\hbar\langle m|\partial_tn\rangle}{\varepsilon_m-\varepsilon_n}. \tag{6}
\]

### The anomalous velocity

To first order,

\[
\langle v_i\rangle=\frac{\partial_i\varepsilon_n}{\hbar}
+\frac2\hbar\,\mathrm{Re}\sum_{m\ne n}\langle n|\partial_iH|m\rangle c_m .
\]

The first term uses \(\langle n|\partial_iH|n\rangle=\partial_i\varepsilon_n\). For the second, differentiate \(H|n\rangle=\varepsilon_n|n\rangle\) and project on \(|m\rangle\):

\[
\langle m|\partial_iH|n\rangle=(\varepsilon_n-\varepsilon_m)\langle m|\partial_in\rangle. \tag{7}
\]

Its complex conjugate is \(\langle n|\partial_iH|m\rangle=(\varepsilon_n-\varepsilon_m)\langle\partial_in|m\rangle\). The energy difference cancels the denominator in (6) and leaves a factor \(-1\):

\[
\langle v_i\rangle-\frac{\partial_i\varepsilon_n}{\hbar}
=2\,\mathrm{Re}\Big[-i\sum_{m\ne n}\langle\partial_in|m\rangle\langle m|\partial_tn\rangle\Big]
=2\,\mathrm{Im}\sum_{m\ne n}\langle\partial_in|m\rangle\langle m|\partial_tn\rangle .
\]

The term \(m=n\) may be added at no cost. Normalization makes \(\langle\partial_in|n\rangle\) and \(\langle n|\partial_tn\rangle\) imaginary, so their product is real. The sum over \(m\) is then complete. With \(|\partial_tn\rangle=\sum_j\dot k_j|\partial_jn\rangle\) and (1),

\[
v_x=\frac{\partial_x\varepsilon_n}{\hbar}-\dot k_y\Omega_n
=\frac{\partial_x\varepsilon_n}{\hbar}+\frac{eE_y}{\hbar}\Omega_n,
\]
\[
v_y=\frac{\partial_y\varepsilon_n}{\hbar}+\dot k_x\Omega_n
=\frac{\partial_y\varepsilon_n}{\hbar}-\frac{eE_x}{\hbar}\Omega_n. \tag{8}
\]

The admixture is small because of an energy denominator, but the interband velocity contains the same energy difference. This is why (8) contains geometry and no explicit energy gap. The numerical check confirms the size and sign of this velocity by solving the Schrödinger equation for a two-band and a three-band model.

### From one electron to the current

The current density is \(j_y=-e\sum_n\int_kf_nv_y\). With equilibrium occupations, the group-velocity term integrates to zero: \(f(\varepsilon)\partial_y\varepsilon\) is the derivative of a periodic function on a lattice, and it is odd in \(k_y\) for the cone. The second term of (8) gives \((e^2/\hbar)E_x\sum_n\int_kf_n\Omega_n\), which is (2).

The field also shifts the occupations. In the relaxation-time approximation, \(\dot{\mathbf k}\cdot\partial_{\mathbf k}f=-\delta f/\tau\), hence \(\delta f=(e\tau/\hbar)\mathbf E\cdot\partial_{\mathbf k}f\). Let \(w_i=\partial_i\varepsilon/\hbar\). Each band then contributes

\[
\delta j_i=-e\int_k w_i\,\delta f=-e^2\tau\sum_jE_j\int_k w_iw_j\frac{\partial f}{\partial\varepsilon}.
\]

This tensor is symmetric in \(i,j\), so it is no part of the antisymmetric Hall response. The product of \(\delta f\) and the anomalous velocity is second order in the field.

Time-reversal symmetry removes the Hall response. It pairs a state at \(\mathbf k\) with its antiunitary image at \(-\mathbf k\). The two derivatives in (1) contribute two minus signs, which cancel, while complex conjugation reverses the imaginary part. Thus \(\Omega(-\mathbf k)=-\Omega(\mathbf k)\) at equal energy and occupation. If (3) describes one valley of a time-reversal-symmetric crystal, the other valley cancels its contribution.

### The cone from its eigenstates

The energies are \(\pm\varepsilon\), with \(\varepsilon=\sqrt{\Delta^2+\hbar^2v^2k^2}\). Let \(\varphi\) be the polar angle of \(\mathbf k\), and define \(\theta\) by \(\cos\theta=\Delta/\varepsilon\). The eigenstates are

\[
|+\rangle=\begin{pmatrix}\cos\frac\theta2\\ e^{i\varphi}\sin\frac\theta2\end{pmatrix},\qquad
|-\rangle=\begin{pmatrix}\sin\frac\theta2\\ -e^{i\varphi}\cos\frac\theta2\end{pmatrix}.
\]

The radial connection vanishes, since the components depend on \(k\) through real amplitudes. The angular quantity \(a=i\langle u|\partial_\varphi u\rangle\) is

\[
a_+=-\sin^2\frac\theta2=-\frac{1-\cos\theta}{2},\qquad
a_-=-\cos^2\frac\theta2=-\frac{1+\cos\theta}{2}.
\]

In polar coordinates the curl is \(\Omega=(1/k)\,da/dk\). Therefore

\[
k\Omega_\pm=\pm\frac{d}{dk}\frac{\Delta}{2\varepsilon},\qquad
\Omega_\pm=\mp\frac{(\hbar v)^2\Delta}{2\varepsilon^3}, \tag{9}
\]

where \(d\varepsilon/dk=(\hbar v)^2k/\varepsilon\). If a phase choice is singular at \(k=0\), (9) still holds there by continuity, because the curvature itself is smooth.

Since \(\hbar=h/2\pi\), a rotationally symmetric region contributes \((e^2/h)\int k\,\Omega\,dk\). By (9) this integral is a difference of end values.

- For \(|\mu|<|\Delta|\), the lower band is full. It gives \((e^2/h)[-\Delta/2\varepsilon]_{k=0}^{\infty}=(e^2/2h)\,\mathrm{sgn}\,\Delta\).
- For \(\mu<-|\Delta|\), the lower band is occupied for \(\varepsilon>|\mu|\). It gives \((e^2/2h)\Delta/|\mu|\).
- For \(\mu>|\Delta|\), the full lower band is joined by upper-band states up to \(\varepsilon=\mu\). These add \((e^2/2h)(\Delta/\mu-\mathrm{sgn}\,\Delta)\), and the sum is \((e^2/2h)\Delta/\mu\).

This is (4). Outside the gap, \(\Delta/|\mu|\) is the magnitude of the out-of-plane pseudospin component on the Fermi circle, with the sign of \(\Delta\). Far from the gap the pseudospin lies almost in the plane and the Hall response is weak.

For \(\Delta>0\) and \(\mu>\Delta\), the upper state above is smooth at the origin. Its Berry phase on the counterclockwise Fermi circle is \(\gamma=2\pi a_+=-\pi(1-\Delta/\mu)\). The upper-band contribution is thus \((e^2/h)\gamma/2\pi\). The states on the Fermi line fix \(\gamma\) only modulo \(2\pi\), and hence this contribution only up to an integer multiple of \(e^2/h\). The value above is the one selected by a phase choice that is smooth everywhere inside the circle.

## Second derivation: linear response of the ensemble

### Perturbing the density matrix

Now start from the equilibrium density matrix, with elements \(f_n\delta_{mn}\) at each \(\mathbf k\), and apply a field of frequency \(\omega\). No state is followed adiabatically. With time dependence \(e^{-i\omega t}\), \(E_x=i\omega A_x\). Expansion of \(H(\mathbf k+e\mathbf A/\hbar)\) gives the perturbation \(H'=(e/\hbar)A_x\partial_xH\).

Let \(X_{mn}=\langle m|\partial_xH|n\rangle\), \(Y_{mn}=\langle m|\partial_yH|n\rangle\) and \(\varepsilon_{mn}=\varepsilon_m-\varepsilon_n\). The first-order part of \(i\hbar\partial_t\rho=[H,\rho]\) reads

\[
\hbar\omega\,\rho^{(1)}_{mn}=\varepsilon_{mn}\rho^{(1)}_{mn}+H'_{mn}(f_n-f_m),
\]
\[
\rho^{(1)}_{mn}=\frac{e}{\hbar}A_x\frac{(f_n-f_m)X_{mn}}{\hbar\omega-\varepsilon_{mn}}. \tag{10}
\]

The frequency is taken below every transition energy between states of different occupation, so the denominators do not vanish.

### The antisymmetric current

The current operator is \(-(e/\hbar)\partial_yH(\mathbf k+e\mathbf A/\hbar)\). Its explicit dependence on \(A_x\) produces a term with \(\partial_y\partial_xH\), which is symmetric in the two directions. It therefore drops out of \(\sigma^{A}_{yx}=(\sigma_{yx}-\sigma_{xy})/2\). The rest, with \(A_x=E_x/(i\omega)\), is

\[
\sigma_{yx}^{\rm para}=-\frac{e^2}{\hbar^2}\frac1{i\omega}\int_k\sum_{m\ne n}
\frac{(f_n-f_m)\,Y_{nm}X_{mn}}{\hbar\omega-\varepsilon_{mn}} .
\]

To antisymmetrize, replace \(Y_{nm}X_{mn}\) by \(\tfrac12(Y_{nm}X_{mn}-X_{nm}Y_{mn})\). The two products are complex conjugates, because \(\partial_xH\) and \(\partial_yH\) are Hermitian. Half their difference is \(-iW_{nm}\), where \(W_{nm}=\mathrm{Im}(X_{nm}Y_{mn})\). Hence

\[
\sigma^A_{yx}=\frac{e^2}{\hbar^2\omega}\int_k\sum_{m\ne n}
\frac{(f_n-f_m)W_{nm}}{\hbar\omega-\varepsilon_{mn}} .
\]

Both \(f_n-f_m\) and \(W_{nm}\) change sign when \(n\) and \(m\) are exchanged, so their product does not. The denominator can therefore be averaged over the exchange:

\[
\frac12\left(\frac1{\hbar\omega-\varepsilon_{mn}}+\frac1{\hbar\omega+\varepsilon_{mn}}\right)
=\frac{\hbar\omega}{(\hbar\omega)^2-\varepsilon_{mn}^2}.
\]

The factor \(1/\omega\) cancels, and

\[
\sigma^A_{yx}(\omega)=\frac{e^2}{\hbar}\int_k\sum_{m\ne n}
\frac{(f_n-f_m)W_{nm}}{(\hbar\omega)^2-\varepsilon_{mn}^2}. \tag{11}
\]

### The static limit is the curvature integral

At \(\omega=0\), the terms with \(f_n\) and with \(-f_m\) are equal after relabelling, which gives

\[
\sigma^A_{yx}(0)=\frac{e^2}{\hbar}\int_k\sum_nf_n
\Big[-2\sum_{m\ne n}\frac{\mathrm{Im}(X_{nm}Y_{mn})}{(\varepsilon_n-\varepsilon_m)^2}\Big]. \tag{12}
\]

By (7), \(X_{nm}Y_{mn}=(\varepsilon_n-\varepsilon_m)^2\langle\partial_xn|m\rangle\langle m|\partial_yn\rangle\). The bracket is therefore \(-2\,\mathrm{Im}\langle\partial_xn|\partial_yn\rangle=\Omega_n\), again because the missing \(m=n\) term is real. Equation (2) follows.

The bracket in (12) needs no smooth choice of phase for the states, which makes it convenient for numerical work. Since \(W_{nm}=-W_{mn}\), it also shows that the curvatures of all bands at one \(\mathbf k\) sum to zero, provided that the bands are nondegenerate there.

### The cone without its eigenstates

For two bands, both orderings in (11) contribute equally, and \(\varepsilon_{mn}^2=4\varepsilon^2\). Thus

\[
\sigma_{yx}=-\frac{e^2}{\hbar}\int_k(f_--f_+)\frac{W_{-+}}{2\varepsilon^2},
\]
\[
W_{-+}=(\hbar v)^2\,\mathrm{Im}\langle-|\sigma_x|+\rangle\langle+|\sigma_y|-\rangle .
\]

Insert \(|+\rangle\langle+|=1-|-\rangle\langle-|\). The subtracted product of expectation values is real. The other term uses \(\sigma_x\sigma_y=i\sigma_z\) and \(\langle-|\sigma_z|-\rangle=-\Delta/\varepsilon\), so \(W_{-+}=-(\hbar v)^2\Delta/\varepsilon\).

The factor \(f_--f_+\) equals one where the lower state alone is occupied, and zero where both states are full or both are empty. The contributing region is \(\varepsilon>\varepsilon_0\), with \(\varepsilon_0=\max(|\Delta|,|\mu|)\), for either sign of doping. With \(k\,dk=\varepsilon\,d\varepsilon/(\hbar v)^2\),

\[
\sigma_{yx}=\frac{e^2}{\hbar}\frac1{2\pi}\int_{\varepsilon_0}^{\infty}
\frac{\varepsilon\,d\varepsilon}{(\hbar v)^2}\frac{(\hbar v)^2\Delta}{2\varepsilon^3}
=\frac{e^2}{\hbar}\frac{\Delta}{4\pi\varepsilon_0}
=\frac{e^2}{2h}\frac{\Delta}{\varepsilon_0}. \tag{13}
\]

Doping reduces the response because it blocks the interband mixing nearest the gap.

## A doped cone in numbers

Take \(\Delta=50\) meV, \(\mu=100\) meV, \(v=5\times10^5\) m/s and \(E_x=10^4\) V/m. These are model parameters, with \(\hbar v=0.3291\) eV nm. The Fermi wave vector is

\[
k_F=\frac{\sqrt{0.100^2-0.050^2}}{0.329}=0.263\ \mathrm{nm^{-1}},
\]

and the upper-band density is \(k_F^2/4\pi=5.5\times10^{11}\ \mathrm{cm^{-2}}\).

At \(k=0\), the lower-band curvature is \((\hbar v)^2/2\Delta^2=0.3291^2/(2\times0.050^2)=21.7\ \mathrm{nm^2}\). By (8), an electron there has \(v_y=-eE_x\Omega_-/\hbar=-329\) m/s. The upper-band curvature falls in magnitude from 21.7 to 2.7 nm² between \(k=0\) and the Fermi circle.

The full lower band contributes \(0.50\,e^2/h\). The Berry phase of the Fermi circle is \(-\pi(1-0.5)=-1.571\) rad, so the upper band contributes \(-0.25\,e^2/h\). The total is

\[
\sigma_{yx}=0.25\,\frac{e^2}{h}=0.25\times38.74\ \mu\mathrm S=9.69\ \mu\mathrm S,
\]

and \(j_y=9.69\times10^{-6}\times10^4=0.097\) A/m. At \(\mu=-100\) meV the value is again \(0.25\,e^2/h\); at \(\mu=200\) meV it is \(0.125\,e^2/h\).

## What each derivation assumes

The first derivation assumes slow driving and a band \(n\) separated from all bands that couple to it. In return it gives the velocity of each electron. Occupations are added afterwards, and a relaxation-time argument disposes of their shift. The admixture (6) must be small. At \(k=0\) in the cone its magnitude is \(eE\hbar v/4\Delta^2\), about \(3\times10^{-4}\) in the example. A small gap or a strong field spoils this.

The second derivation assumes a weak field and an equilibrium ensemble, and it isolates the antisymmetric response. Pairs of equally occupied states cancel in (11), so a near-degeneracy inside the occupied set does no harm to the total, although the separate curvatures may be large. It also gives a frequency condition: \(\hbar\omega\) must be far below \(2\varepsilon_0\), which is 200 meV in the example.

Both treat a clean crystal. Impurities add side-jump and skew-scattering currents, which neither derivation contains. When the chemical potential lies in a band, some of these do not vanish as the disorder weakens. For weak short-range Gaussian disorder, the Born self-energy with ladder vertex corrections (crossed diagrams omitted) gives about \(0.82\,e^2/h\) at \(\mu=2\Delta\), nearly independent of the disorder strength, against the intrinsic \(0.25\,e^2/h\). In a doped sample, (4) is therefore only the intrinsic part of the Hall conductivity, and it can be the smaller part. The general formula (2) admits thermal occupations, whereas (4) requires zero temperature. At fixed \(\mu=100\) meV the example rises from 0.250 to 0.254 \(e^2/h\) at 77 K and to 0.282 \(e^2/h\) at 300 K.

Both cone calculations also extend the linear dispersion to infinite momentum. If only states with \(\varepsilon<\varepsilon_c\) are kept, where \(\varepsilon_c>\varepsilon_0\), the upper limit in (13) removes \((e^2/2h)\Delta/\varepsilon_c\). A 1 eV cutoff lowers the example from 0.250 to 0.225 \(e^2/h\), a reduction of 10% relative to the uncut value.

On a lattice, the rest of the Brillouin zone supplies a background, and the half-integer of one cone cannot be read off directly. A clean comparison is the change when a small mass is reversed. Consider, in dimensionless units,

\[
H=\sin k_x\,\sigma_x+\sin k_y\,\sigma_y+(M+2-\cos k_x-\cos k_y)\sigma_z ,
\]

which has a cone of mass \(M\) at \(\mathbf k=0\). With the chemical potential in the gap, \(\sigma_{yx}\) is 0 for \(M=0.05\) and \(-1\) for \(M=-0.05\), in units of \(e^2/h\). The difference is 1, as (4) predicts for two half-integers of opposite sign.

At \(\mu=0.10\) the totals are \(-0.232\) for \(M=0.05\) and \(-0.730\) for \(M=-0.05\). The background, close to \(-1/2\), reverses the sign that (4) gives for positive mass. The difference is 0.4981, against the continuum value \(M/\mu=0.5\). The leading deviation comes from the momentum dependence of the mass, \(M_\pm(k)\simeq\pm M+k^2/2\). After the integer change in the gap is included, the doped difference is \([M_+(k_+)-M_-(k_-)]/2\mu\), where \(k_\pm\) are the two Fermi radii. The condition \(k_\pm^2+M_\pm^2=\mu^2\) gives \(k_+^2-k_-^2\simeq-2Mk_F^2\), with \(k_F^2=\mu^2-M^2\). The difference is then \((M/\mu)(1-k_F^2/2)=0.498\). Halving both \(M\) and \(\mu\) reduces the deviation by a factor of 4.00, in agreement with this quadratic correction.

## Computed results

```
TESTS OF THE ANOMALOUS VELOCITY (dimensionless, lowest band)
test wave vector kx, ky = 0.3, 0.2
two-band: driven velocity slope = 0.592003, curvature = 0.592003
three-band: driven velocity slope = -0.249112, curvature = -0.249112
CONE PARAMETERS
Delta = 50 meV, full gap = 100 meV
mu = 100 meV
v = 5.0e+05 m/s, hbar v = 0.32911 eV nm
electric field E_x = 1.0e+04 V/m
CONE RESULTS
Fermi wave vector = 0.26314 1/nm
upper-band electron density = 5.5104e+11 1/cm^2
lower-band curvature at k=0 = 21.6621 nm^2
upper-band curvature at k=0 = -21.6621 nm^2
upper-band curvature at Fermi line = -2.7078 nm^2
lower-band anomalous v_y at k=0 = -329.11 m/s
Fermi-circle Berry phase, upper band = -1.57080 rad
lower-band sigma_yx = 0.500000 e^2/h
upper-band sigma_yx = -0.250000 e^2/h
total sigma_yx = 0.250000 e^2/h = 9.6851 uS
conductance quantum e^2/h = 38.7405 uS
transverse sheet current j_y = 0.09685 A/m
SCAN OF MU: sigma_yx by quadrature and by formula, e^2/h
mu =  -200 meV: 0.125000  0.125000
mu =  -100 meV: 0.250000  0.250000
mu =     0 meV: 0.500000  0.500000
mu =    60 meV: 0.416667  0.416667
mu =   100 meV: 0.250000  0.250000
mu =   200 meV: 0.125000  0.125000
Delta reversed, mu = 100 meV: -0.250000 e^2/h
cutoff 1.0 eV, mu = 100 meV: 0.225000 e^2/h
LATTICE MODEL (energies dimensionless, sigma_yx in e^2/h)
mass = +/-0.05, doped level = 0.10
in gap, mass +: 0.00000; mass -: -1.00000
doped change on mass reversal = 0.498123
same with mass and level halved = 0.499531
continuum value of the change = 0.500000
ratio of the two lattice errors = 4.003
```
